# Why a cubic crystal pulled along [110] can widen along [1-10]: a numerical check

```python
"""
Result under test: a cubic crystal under uniaxial tension along n = [110], with
free sides, expands along m = [1-10] exactly when 2*(S11 + S12) > S44.
S11, S12, S44: compliances on the cube axes (engineering shear convention).
C11, C12, C44: stiffnesses in GPa.  nu_m = -strain_m / strain_n.
nu_z is the same ratio for the third direction z = [001].
Strains are solved from the full stiffness tensor and compared with formulas.
"""
import itertools
import numpy as np
from scipy.optimize import brentq, least_squares

I3 = np.eye(3)
n = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
m = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
z = np.array([0.0, 0.0, 1.0])


def stiffness_tensor(c11, c12, c44):
    c = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            if i == j:
                c[i, i, i, i] = c11
            else:
                c[i, i, j, j] = c12
                c[i, j, i, j] = c[i, j, j, i] = c44
    return c


def strain_from_tension(c, axis):
    """Strain tensor per unit uniaxial stress along axis, solved numerically."""
    stress = np.outer(axis, axis).reshape(9)
    return np.linalg.lstsq(c.reshape(9, 9), stress, rcond=1e-12)[0].reshape(3, 3)


def component(c, a, b):
    return np.einsum('ijkl,i,j,k,l', c, a, a, b, b)


def compliances(c11, c12, c44):
    """Numerical inverse of the 6 by 6 stiffness matrix."""
    voigt = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    voigt[:3, :3] += c12
    inverse = np.linalg.inv(voigt)
    return inverse[0, 0], inverse[0, 1], inverse[5, 5]


def solved_ratio(constants, axis=n, side=m):
    e = strain_from_tension(stiffness_tensor(*constants), axis)
    return -(side @ e @ side) / (axis @ e @ axis)


# ---- random stable crystals: formulas and signs against solved strains ----
rng = np.random.default_rng(7)
number_tested, number_auxetic, number_held_expanding = 400, 0, 0
for _ in range(number_tested):
    c11 = rng.uniform(50, 300)
    c12 = c11 * rng.uniform(-0.4, 0.95)
    c44 = rng.uniform(5, 200)
    s11, s12, s44 = compliances(c11, c12, c44)
    c = stiffness_tensor(c11, c12, c44)
    e = strain_from_tension(c, n)
    assert np.isclose(m @ e @ m, (2*(s11 + s12) - s44)/4, rtol=1e-8, atol=1e-12)
    assert np.isclose(n @ e @ n, (2*(s11 + s12) + s44)/4, rtol=1e-8)
    assert np.isclose(z @ e @ z, s12, rtol=1e-8, atol=1e-12)
    expands = m @ e @ m > 0
    assert expands == (2*(s11 + s12) > s44)
    assert expands == (2*c11*c44 > (c11 - c12)*(c11 + 2*c12))
    assert expands == (2*c44/(c11 - c12) > 1 + 2*c12/c11)
    assert -1 < (m @ e @ m)/(n @ e @ n) < 1
    number_auxetic += expands
    # z held at zero strain, m free: energy minimum over the strain along m
    held = -component(c, m, n)/component(c, m, m)
    assert np.isclose(held, -(c11 + c12 - 2*c44)/(c11 + c12 + 2*c44), atol=1e-10)
    assert (held > 0) == (2*c44 > c11 + c12)
    number_held_expanding += held > 0
assert 20 < number_auxetic < number_tested - 20
assert 10 < number_held_expanding < number_tested - 10

# ---- spring lattices relaxed by direct energy minimisation ----


def relaxed_spring_lattice(bonds, springs, stretch=1e-4):
    """Return (strain_m, strain_z)/strain_n at minimum spring energy."""
    vectors = np.array(bonds, float) @ np.array([n, m, z]).T
    lengths = np.linalg.norm(vectors, axis=1)

    def residual(y):
        factors = 1 + stretch*np.array([1.0, y[0], y[1]])
        change = np.linalg.norm(vectors*factors, axis=1) - lengths
        return np.sqrt(springs)*change/stretch
    return least_squares(residual, [0.0, 0.0], jac='3-point',
                         xtol=1e-12, ftol=1e-12, gtol=1e-12).x


bcc_first = [(.5, .5, .5), (.5, .5, -.5), (.5, -.5, .5), (-.5, .5, .5)]
bcc_second = [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
spring_results = []
for k_ratio in (0.0, 0.1, 1/3, 0.6):
    relaxed = relaxed_spring_lattice(bcc_first + bcc_second,
                                     np.array([1.0]*4 + [k_ratio]*3))
    s = 3*k_ratio
    predicted = (s - 1)*(s + 2)/(s*s + 5*s + 2)
    # finite stretch 1e-4 leaves an error of that order
    assert abs(-relaxed[0] - predicted) < 2e-3
    spring_results.append((k_ratio, -relaxed[0]))
fcc_first = [(.5, .5, 0), (.5, -.5, 0), (.5, 0, .5),
             (.5, 0, -.5), (0, .5, .5), (0, .5, -.5)]
fcc_relaxed = relaxed_spring_lattice(fcc_first, np.ones(6))
assert abs(fcc_relaxed[0]) < 2e-3 and abs(fcc_relaxed[1] + 0.5) < 2e-3

# ---- worked example: free-standing (001) film pulled along [110] ----
constants = (170.0, 120.0, 75.0)           # GPa, rough regime of copper
C11, C12, C44 = constants
thickness_nm, width_um, strain_n = 200.0, 100.0, 1.0e-3
S11, S12, S44 = compliances(*constants)
S0 = S11 - S12 - S44/2
C = stiffness_tensor(*constants)
nu_m, nu_z = solved_ratio(constants), solved_ratio(constants, n, z)
modulus = 1/(n @ strain_from_tension(C, n) @ n)
stress_MPa = 1e3*modulus*strain_n
assert np.isclose(nu_m, (S44 - 2*(S11 + S12))/(S44 + 2*(S11 + S12)))
assert np.isclose(nu_z, -4*S12/(S44 + 2*(S11 + S12)))

c_nm, c_mm = component(C, n, m), component(C, m, m)
direct_part, push_part = -c_nm/c_mm, C12*nu_z/c_mm
assert np.isclose(direct_part + push_part, -nu_m)
assert direct_part < 0 < direct_part + push_part


def in_plane_ratio(phi):
    axis = np.array([np.cos(phi), np.sin(phi), 0.0])
    side = np.array([-np.sin(phi), np.cos(phi), 0.0])
    return solved_ratio(constants, axis, side)


for phi in np.linspace(0, np.pi/2, 13):
    half = S0/2*np.sin(2*phi)**2
    assert np.isclose(in_plane_ratio(phi), -(S12 + half)/(S11 - half), atol=1e-9)
edge = brentq(in_plane_ratio, 0.1, np.pi/4)
assert np.isclose(edge, 0.5*np.arcsin(np.sqrt(-2*S12/S0)), atol=1e-8)
window_deg = 45 - np.degrees(edge)

contrast = (170.0, 120.0, 50.0)
contrast_A = 2*contrast[2]/(contrast[0] - contrast[1])
contrast_nu = solved_ratio(contrast)
assert contrast_A > 1 and contrast_nu > 0

# ---- neglected effects ----
# film stiffness with zero stress on the (001) faces
Q = C - np.einsum('ij,kl->ijkl', C[:, :, 2, 2], C[2, 2])/C[2, 2, 2, 2]
q_nn, q_nm = component(Q, n, n), component(Q, n, m)
assert np.isclose(q_nm/q_nn, nu_m)
held_width_stress = 1e3*q_nm*strain_n

# grains with a common [001] normal and random in-plane angle
stiff_sum, soft_sum = np.zeros(2), np.zeros(2)
for phi in np.arange(36)*2*np.pi/36:
    a = np.array([np.cos(phi), np.sin(phi), 0.0])
    b = np.array([-np.sin(phi), np.cos(phi), 0.0])
    e = strain_from_tension(C, a)
    stiff_sum += [component(Q, a, a), component(Q, a, b)]
    soft_sum += [a @ e @ a, b @ e @ b]
nu_uniform_strain = stiff_sum[1]/stiff_sum[0]
nu_uniform_stress = -soft_sum[1]/soft_sum[0]
assert nu_uniform_strain > 0 and nu_uniform_stress > 0

# isotropic skin on both faces
skin_nm, skin_E, skin_nu = 2.0, 100.0, 0.3
fraction = 2*skin_nm/thickness_nm
skin_nn = skin_E/(1 - skin_nu**2)
nu_skin = ((1 - fraction)*q_nm + fraction*skin_nu*skin_nn) \
    / ((1 - fraction)*q_nn + fraction*skin_nn)

# stiffnesses shift by roughly ten times the strain; take the worst signs
shift = 10*strain_n
corner_nu = [solved_ratio(np.array(constants)*(1 + shift*np.array(signs)))
             for signs in itertools.product((-1, 1), repeat=3)]

# heating: rough fractional softening per kelvin and thermal expansion
heating_K = 100.0
softening = np.array([2.0e-4, 1.3e-4, 3.5e-4])
nu_hot = solved_ratio(np.array(constants)*(1 - softening*heating_K))
expansion_per_K = 17e-6
mimic_K = -nu_m*strain_n/expansion_per_K

# fcc slip: planes {111}, directions <110>
schmid, side_strain = [], []
for p in [(1, 1, 1), (1, 1, -1), (1, -1, 1), (-1, 1, 1)]:
    for d in itertools.product((-1, 0, 1), repeat=3):
        if np.dot(d, d) == 2 and np.dot(d, p) == 0:
            pu, du = np.array(p)/np.sqrt(3), np.array(d)/np.sqrt(2)
            schmid.append(abs((n @ pu)*(n @ du)))
            side_strain.append((m @ pu)*(m @ du))
schmid, side_strain = np.array(schmid), np.array(side_strain)
loaded = schmid > 1e-12
assert len(schmid) == 24 and loaded.sum() == 8   # each direction has two signs
assert np.allclose(side_strain[loaded], 0)
soft_shear_MPa, film_yield_MPa = 1.0, 300.0
soft_limit = soft_shear_MPa/schmid.max()/(1e3*modulus)

print(f"random crystals tested: {number_tested}")
print(f"of these expanding along [1-10]: {number_auxetic}")
print(f"expanding with [001] held: {number_held_expanding}")
for k_ratio, value in spring_results:
    print(f"bcc springs k2/k1 = {k_ratio:.3f}: nu_m = {value:.3f}")
print(f"fcc springs: |strain_m/strain_n| = {abs(fcc_relaxed[0]):.3f}")
print(f"fcc springs: strain_z/strain_n = {fcc_relaxed[1]:.3f}")
print(f"C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"thickness = {thickness_nm:.0f} nm, width = {width_um:.0f} um")
print(f"strain along [110] = {100*strain_n:.2f} %")
print(f"S11 = {1e3*S11:.3f} 1/TPa")
print(f"S12 = {1e3*S12:.3f} 1/TPa")
print(f"S44 = {1e3*S44:.3f} 1/TPa")
print(f"S0 = {1e3*S0:.3f} 1/TPa")
print(f"2(S11+S12) = {2e3*(S11 + S12):.3f} 1/TPa")
print(f"anisotropy A = {2*C44/(C11 - C12):.3f}")
print(f"threshold 1+2*C12/C11 = {1 + 2*C12/C11:.3f}")
print(f"Young modulus along [110] = {modulus:.1f} GPa")
print(f"stress along [110] = {stress_MPa:.1f} MPa")
print(f"nu_m = {nu_m:.4f}, nu_z = {nu_z:.4f}")
print(f"volume strain/strain_n = {1 - nu_m - nu_z:.4f}")
print(f"width change = {-nu_m*strain_n*width_um*1e3:.2f} nm")
print(f"thickness change = {-nu_z*strain_n*thickness_nm:.4f} nm")
print(f"C'_nm = {c_nm:.1f} GPa, C'_mm = {c_mm:.1f} GPa")
print(f"strain_m/strain_n, [001] held: {direct_part:.4f}")
print(f"added by [001] contraction: {push_part:.4f}")
print(f"expansion window: +/- {window_deg:.2f} deg about [110]")
print(f"nu for pull along [100] = {in_plane_ratio(0.0):.4f}")
print(f"contrast crystal C44 = {contrast[2]:.0f} GPa, A = {contrast_A:.2f}")
print(f"contrast crystal nu_m = {contrast_nu:.4f}")
print(f"held width: transverse stress = {held_width_stress:.1f} MPa")
print(f"random grains, uniform strain: nu = {nu_uniform_strain:.3f}")
print(f"random grains, uniform stress: nu = {nu_uniform_stress:.3f}")
print(f"skin {skin_nm:.0f} nm per face, E = {skin_E:.0f} GPa, nu = {skin_nu:.1f}")
print(f"nu_m with skin = {nu_skin:.4f}")
print(f"stiffness shift from strain = {100*shift:.1f} % (rough)")
print(f"nu_m range from shift: {min(corner_nu):.3f} to {max(corner_nu):.3f}")
print("softening C11, C12, C44 (rough, 1e-4/K): "
      + ", ".join(f"{1e4*v:.1f}" for v in softening))
print(f"nu_m after heating by {heating_K:.0f} K = {nu_hot:.4f}")
print(f"thermal expansion = {1e6*expansion_per_K:.0f} ppm/K (rough)")
print(f"heating that widens equally = {mimic_K:.1f} K")
print(f"largest Schmid factor = {schmid.max():.3f}")
print(f"largest slip strain along [1-10] = {abs(side_strain[loaded]).max():.3f}")
print(f"resolved shear stress = {schmid.max()*stress_MPa:.1f} MPa")
print(f"film yield stress = {film_yield_MPa:.0f} MPa (rough)")
print(f"stress/film yield stress = {stress_MPa/film_yield_MPa:.2f}")
print(f"soft bulk slip stress = {soft_shear_MPa:.0f} MPa (rough)")
print(f"soft bulk elastic strain limit = {100*soft_limit:.4f} %")
print("PASS")
```

It prints:

```
random crystals tested: 400
of these expanding along [1-10]: 260
expanding with [001] held: 185
bcc springs k2/k1 = 0.000: nu_m = -1.000
bcc springs k2/k1 = 0.100: nu_m = -0.448
bcc springs k2/k1 = 0.333: nu_m = -0.000
bcc springs k2/k1 = 0.600: nu_m = 0.213
fcc springs: |strain_m/strain_n| = 0.000
fcc springs: strain_z/strain_n = -0.500
C11, C12, C44 = 170, 120, 75 GPa
thickness = 200 nm, width = 100 um
strain along [110] = 0.10 %
S11 = 14.146 1/TPa
S12 = -5.854 1/TPa
S44 = 13.333 1/TPa
S0 = 13.333 1/TPa
2(S11+S12) = 16.585 1/TPa
anisotropy A = 3.000
threshold 1+2*C12/C11 = 2.412
Young modulus along [110] = 133.7 GPa
stress along [110] = 133.7 MPa
nu_m = -0.1087, nu_z = 0.7826
volume strain/strain_n = 0.3261
width change = 10.87 nm
thickness change = -0.1565 nm
C'_nm = 70.0 GPa, C'_mm = 220.0 GPa
strain_m/strain_n, [001] held: -0.3182
added by [001] contraction: 0.4269
expansion window: +/- 10.22 deg about [110]
nu for pull along [100] = 0.4138
contrast crystal C44 = 50 GPa, A = 2.00
contrast crystal nu_m = 0.0933
held width: transverse stress = -14.7 MPa
random grains, uniform strain: nu = 0.093
random grains, uniform stress: nu = 0.233
skin 2 nm per face, E = 100 GPa, nu = 0.3
nu_m with skin = -0.1020
stiffness shift from strain = 1.0 % (rough)
nu_m range from shift: -0.137 to -0.082
softening C11, C12, C44 (rough, 1e-4/K): 2.0, 1.3, 3.5
nu_m after heating by 100 K = -0.1076
thermal expansion = 17 ppm/K (rough)
heating that widens equally = 6.4 K
largest Schmid factor = 0.408
largest slip strain along [1-10] = 0.000
resolved shear stress = 54.6 MPa
film yield stress = 300 MPa (rough)
stress/film yield stress = 0.45
soft bulk slip stress = 1 MPa (rough)
soft bulk elastic strain limit = 0.0018 %
PASS
```
